# Why the Last Partial-Wave Increment Does Not Measure the Remaining Error

Suppose that a correlation energy is summed over angular momenta $l=0,1,2,\dots$, that the increments have magnitude $D_l=A(l+\tfrac12)^{-4}$ with $A>0$, and that the sum stops after $l=L$. The omitted tail $T_L=\sum_{l>L}D_l$ then stands to the last increment in the ratio

$$\frac{T_L}{D_L}=\frac{L-1}{3}+\frac{1}{3(L+1)}+O(L^{-2}).$$

The ratio is below 1 for $L\le3$, above 1 for $L\ge4$, and grows without limit. The handy factor $L/3$ is its leading behaviour at large $L$; it exceeds the ratio by an amount that approaches $\tfrac13$, and for $L\ge2$ the value $(L-1)/3$ is closer. The last increment can therefore overestimate or underestimate the error, depending on where the sum is cut.

## The belief and its appeal

The belief is this: if the last partial wave changed the energy by one microhartree, the energy is now converged to about one microhartree. For a geometric series whose ratio is not close to 1 this is sound. If each increment is $q$ times the one before, with $0<q<1$, then

$$\frac{T_L}{D_L}=q+q^2+q^3+\dots=\frac{q}{1-q}.$$

This is a constant, equal to 1 for $q=\tfrac12$. Once the last term is small, the tail is small in the same proportion.

A power law has no such constant. Write $\lambda=L+\tfrac12$. The ratio of the last two increments is $q_L=D_L/D_{L-1}=(1-1/\lambda)^{4}$, which tends to 1. Treating the last two increments as geometric does not repair the estimate, because it gives

$$\frac{q_L}{1-q_L}=\frac{1}{(1-1/\lambda)^{-4}-1}\approx\frac{\lambda}{4},$$

which at large $L$ is three quarters of the leading result $L/3$. The later increments fall more slowly than the last two suggest.

## Where the fourth power comes from

Take a two-electron atom in its ground state, in atomic units, with $1/r_{12}$ as the perturbation. If lengths are scaled by the nuclear charge $Z$, the nucleus has charge 1 and the perturbation becomes $1/(Zr_{12})$, while the Hamiltonian gains a factor $Z^2$. The second-order energy is then independent of $Z$. The unperturbed function is $\varphi_0=e^{-r_1-r_2}/\pi$, with energy $E_0=-1$ hartree.

Expand both the perturbation and the first-order function in Legendre polynomials of the angle between the electrons:

$$\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l,\qquad \psi_1=\sum_l\frac{w_l(r_1,r_2)}{r_1r_2}P_l .$$

For $l\ge1$ the first-order equation separates into

$$\Big[-\tfrac12\partial_1^2-\tfrac12\partial_2^2+\tfrac{l(l+1)}{2}\Big(\tfrac1{r_1^2}+\tfrac1{r_2^2}\Big)-\tfrac1{r_1}-\tfrac1{r_2}-E_0\Big]w_l=-r_1r_2\,\varphi_0\frac{r_<^l}{r_>^{l+1}} .$$

At large $l$ the source is concentrated on the ridge $r_1=r_2$. Let $\lambda=l+\tfrac12$, $r=(r_1+r_2)/2$ and $x=(r_1-r_2)/r$. Then

$$\frac{r_<^l}{r_>^{l+1}}=\frac{1}{\sqrt{r_1r_2}}\Big(\frac{1-|x|/2}{1+|x|/2}\Big)^{\lambda}\approx\frac{e^{-\lambda|x|}}{r},$$

so the relevant $|x|$ is of order $1/\lambda$. With $d=r_1-r_2=rx$, the two second derivatives combine to $-\partial_d^2-\tfrac14\partial_r^2$. The first part is $-\partial_x^2/r^2$, of order $\lambda^2$. The centrifugal terms give $\lambda^2/r^2$, of the same order. The $r$-derivatives, the nuclear attraction and $E_0$ are of order 1 and drop out at leading order:

$$\frac{1}{r^2}\left(-\partial_x^2+\lambda^2\right)w_l=-r\varphi_0e^{-\lambda|x|}.$$

Set $y=\lambda|x|$ and try $f=(1+y)e^{-y}$. Its derivatives are $f'=-ye^{-y}$ and $f''=(y-1)e^{-y}$, so $f-f''=2e^{-y}$. Since $f'(0)=0$, there is no kink at $x=0$. Hence

$$w_l=-\frac{r^3\varphi_0}{2\lambda^2}(1+y)e^{-y}.$$

A homogeneous term $e^{y}$ would grow away from the ridge, and a term $e^{-y}$ would add a kink, so neither may be added.

The second-order energy is $\langle\varphi_0|1/r_{12}|\psi_1\rangle$. The angular integral of $P_l^2$ is $16\pi^2/(2l+1)=8\pi^2/\lambda$, and $dr_1dr_2=r\,dr\,dx$. The contribution of wave $l$ is therefore

$$-\frac{8\pi^2}{\lambda}\int_0^\infty r^2\varphi_0\,\frac1r\,\frac{r^3\varphi_0}{2\lambda^2}\,r\,dr\int_{-\infty}^{\infty}(1+y)e^{-2y}dx .$$

The last integral is $(2/\lambda)(\tfrac12+\tfrac14)=3/(2\lambda)$. Collecting factors gives $-A\lambda^{-4}$ with

$$A=6\pi^2\int_0^\infty\varphi_0^2\,r^5dr=6\int_0^\infty r^5e^{-4r}dr=\frac{6\cdot5!}{4^6}=\frac{45}{256}\approx0.1758\ \text{hartree}.$$

Physically, higher waves describe an ever narrower region where the electrons are at nearly equal distances from the nucleus. The contribution of that region shrinks only as a power of $\lambda$.

## Bounding the tail

Let $a=L+1$. The midpoints $m=a+\tfrac12,a+\tfrac32,\dots$ are the values of $l+\tfrac12$ in the tail. The function $z^{-4}$ is convex, so its average over a unit cell exceeds its value at the midpoint. Summing over cells gives the upper bound

$$\frac{T_L}{A}<\int_a^\infty\frac{dz}{z^4}=\frac1{3a^3}.$$

For a lower bound, define

$$g(a)=\frac{1}{3a^3}-\frac{1}{6a^5}$$

and expand $g(m-\tfrac12)-g(m+\tfrac12)$ in powers of $1/m$, which converges because $m>\tfrac12$. Even powers of $\tfrac12$ cancel in the difference. The first part of $g$ contributes

$$\frac23\sum_{k=1,3,5,\dots}\binom{k+2}{2}\frac{1}{2^k m^{k+3}}=\frac1{m^4}+\frac{5}{6m^6}+\dots$$

The second part subtracts

$$\frac13\sum_{k=3,5,\dots}\binom{k+2}{4}\frac{4}{2^{k}m^{k+3}}=\frac{5}{6m^6}+\dots$$

For equal $k$, the subtracted term is $k(k-1)/6$ times the first. This factor is 1 at $k=3$, so the $m^{-6}$ terms cancel, and it exceeds 1 for $k\ge5$. Therefore

$$g(m-\tfrac12)-g(m+\tfrac12)=\frac1{m^4}-O(m^{-8})<\frac1{m^4}.$$

Summed over all midpoints, the left side telescopes to $g(a)$, since $g$ vanishes at infinity. Thus $T_L/A>g(a)$, and the deficit, a sum of terms of order $m^{-8}$, is of order $a^{-7}$.

## The ratio and its crossing

Dividing by $D_L$ means multiplying $T_L/A$ by

$$(a-\tfrac12)^4=a^4-2a^3+\tfrac32a^2-\tfrac12a+\tfrac1{16}.$$

The first part of $g$ gives $a/3-2/3+1/(2a)+O(a^{-2})$, and the second subtracts $1/(6a)+O(a^{-2})$. The deficit contributes $O(a^{-3})$. Hence

$$\frac{T_L}{D_L}=\frac{a-2}{3}+\frac{1}{3a}+O(a^{-2}),$$

which is the opening formula.

The bounds also fix the crossing. The upper bound on the ratio, $(L+\tfrac12)^4/[3(L+1)^3]$, increases with $L$, because its logarithmic derivative $4/(L+\tfrac12)-3/(L+1)$ is positive. At $L=3$ it is $150.06/192=0.78$, so the tail is smaller than the last increment for every $L\le3$. The lower bound is the same expression times $1-1/(2a^2)$, which also increases. At $L=4$ it is $1.0935\times0.98=1.07$, so the tail is larger for every $L\ge4$.

The divisor 3 belongs to the fourth power. For increments proportional to $(l+\tfrac12)^{-p}$ with $p>1$, the same convexity argument bounds the tail above by $(L+1)^{1-p}/(p-1)$. Because the terms decrease, each exceeds the integral over the unit interval to its right, which bounds the tail below by $(L+\tfrac32)^{1-p}/(p-1)$. Both bounds give a leading ratio $L/(p-1)$. A faster power reduces the factor but does not stop its growth.

## A real atom at second order

The increments of the two-electron atom were computed in a basis of 30 radial functions for each $l$. The total was computed separately, with trial functions containing powers of $r_{12}$, and is $-0.157665$ hartree. Subtracting the partial sums gives a tail that assumes no power law. For $L=4$, in microhartree,

$$157665.0-(125333.6+26494.8+3905.8+1077.5+405.9)=447.4 .$$

The last increment is 405.9, so the ratio is 1.10. Other cuts give:

| $L$ | last increment (µhartree) | tail (µhartree) | ratio, atom | ratio, pure law |
|---|---|---|---|---|
| 2 | 3905.8 | 1931 | 0.49 | 0.46 |
| 3 | 1077.5 | 853 | 0.79 | 0.76 |
| 4 | 405.9 | 447 | 1.10 | 1.07 |
| 6 | 95.6 | 167 | 1.7 | 1.72 |
| 8 | 33.0 | 80 | 2.4 | 2.37 |

The crossing lies between $L=3$ and $L=4$, as for the pure law. At $L=2$ the last increment is twice the error; at $L=8$ it is well under half of it. A geometric tail from the last two increments at $L=8$ has $q=33.01/54.27=0.608$ and predicts 51 microhartree, still far below 80.

These tails carry basis errors. Enlarging the $r_{12}$ basis from degree 6 to degree 8 lowered the total by 5.9 microhartree, and going from 20 to 30 radial functions changed the partial sum by 3.6 microhartree. The last digits shown are therefore not converged. A basis in $r_1+r_2$ and $r_</r_>$, which treats the ridge $r_1=r_2$ as a boundary and converges much faster, raises each listed increment by 0.1 to 0.3 microhartree (406.1 at $l=4$, 33.1 at $l=8$) and gives a total of $-0.1576664$ hartree. These errors largely cancel in the tails, which move by about 0.5 microhartree or less in the table (447.5 at $L=4$, 79.2 at $L=8$). The excess of the atomic ratio over the pure-law ratio is well resolved at $L=2$ and $L=3$. At $L=8$ the 30-function data overstate it; the converged ratio is 2.39 against 2.37.

That excess has a simple source. The scaled increments $(l+\tfrac12)^4D_l$ rise from 0.153 hartree at $l=2$ to 0.173 hartree at $l=10$ (0.174 when radially converged), towards the predicted 0.1758. Later increments are thus larger than a pure law fixed to the last one would make them. Extrapolation from $l=8$ and $l=10$, assuming without derivation that the scaled increment approaches its limit as $(l+\tfrac12)^{-2}$, gives 0.1739 hartree, about 1% below the predicted limit. The shortfall comes from missing radial functions: with radially converged increments the same extrapolation gives 0.1757 hartree, and from $l=30$ and $l=40$ it gives 0.17578 hartree, equal to $45/256$ to the digits shown.

## What to use instead

The upper bound supplies a usable estimate:

$$T_L\approx D_L\,\frac{(L+\tfrac12)^4}{3(L+1)^3}.$$

At $L=4$ it gives $405.89\times410.06/375=443.8$ microhartree, against a computed tail of 447.4. The difference is an error of the estimate, not of the basis: with converged values it is 444.1 against 447.5, a shortfall of 0.8%. Even this closeness is partly a cancellation. The factor 1.0935 exceeds the exact pure-law ratio 1.072 by about 2% of the latter, which offsets the atomic excess (ratio 1.10); the exact pure-law ratio would give 435 microhartree. For this atom, lowering the partial-sum energy by the estimate removes most of the error at every cut from $L=1$ to $L=8$, at no further cost.

The estimate has conditions. The increments must already follow the fourth power, which can be checked by watching $(l+\tfrac12)^4D_l$ level off. Each must also be converged in its radial basis, since otherwise the estimate multiplies an increment that is itself wrong. The derivation of the exponent given here covers the second-order ground-state energy; for another state or quantity the exponent must be established separately.

The cost of the belief is plainest in a stopping rule. Take the pure law with $A=45/256$ hartree and stop when the last increment falls below 1 microhartree. This happens at $L=20$, where the increment is 0.995 microhartree but the tail is 6.32 microhartree, 6.35 times as large. To bring the tail itself below 1 microhartree requires roughly $(L+1)^3>A/(3\times10^{-6}\ \text{hartree})=5.86\times10^4$. Since $38^3=54872$ is too small and $39^3=59319$ suffices, the sum must run to $L=38$.

The atomic energies omit third and higher orders in $1/r_{12}$, relativity and nuclear motion. The numerical output below lists all atomic cuts from $L=1$ to $L=8$ and the pure-law ratios at selected values of $L$ up to 100.

## Table of computed values

```
Second-order energy, two-electron atom (hartree)
total, r12 basis of degree 6: -0.1576591
total, r12 basis of degree 8: -0.1576650
sum of waves l=0..10, 30 radial functions: -0.1576208
same sum, 20 radial functions: -0.1576172
A from the ridge formula: 0.175781 hartree
A extrapolated from l=8 and l=10: 0.173877 hartree
l, increment magnitude (microhartree), times (l+1/2)^4 (hartree)
 0    125333.59   0.00783
 1     26494.83   0.13413
 2      3905.83   0.15257
 3      1077.47   0.16169
 4       405.89   0.16644
 5       184.82   0.16912
 6        95.64   0.17072
 7        54.27   0.17171
 8        33.01   0.17232
 9        21.20   0.17267
10        14.22   0.17285
L, true tail, corrected estimate (microhartree); tail/last: atom, pure law
 1     5836.6     5588.8   0.220   0.189
 2     1930.8     1883.6   0.494   0.458
 3      853.3      842.1   0.792   0.758
 4      447.4      443.8   1.102   1.072
 5      262.6      261.0   1.421   1.393
 6      167.0      165.9   1.746   1.717
 7      112.7      111.8   2.077   2.044
 8       79.7       78.8   2.414   2.372
Pure law: L, tail/last, (L-1)/3, L/3
  3   0.7584   0.6667   1.0000
  4   1.0724   1.0000   1.3333
 10   3.0316   3.0000   3.3333
 20   6.3496   6.3333   6.6667
 50  16.3399  16.3333  16.6667
100  33.0033  33.0000  33.3333
Stopping rule, pure law, threshold 1.0 microhartree
last increment below threshold first at L = 20
last increment there: 0.995 microhartree
tail there: 6.320 microhartree
tail/last there: 6.350
tail below threshold first at L = 38
```
